# Back-bonding and carbonyl stretch interaction constants in octahedral M(CO)6, part 1

(Sections cited here and not found follow in the second part.)

## First half: shared d orbitals and the interaction constants

An octahedral molecule M(CO)$_6$ has its metal atom at the origin and its six CO groups, carbon inward, on the axes $\pm x,\pm y,\pm z$. Stretching one CO bond changes the force on another. This problem models the part of that interaction that comes from back-bonding, the flow of metal d electrons into the empty antibonding $\pi^*$ orbitals of CO.

Let $q_i$ be the change in length of CO bond $i$. The interaction constant of two different bonds is

$$k_{ij}=\left.\frac{\partial^2E_{\rm tot}}{\partial q_i\,\partial q_j}\right|_{q=0},\qquad i\neq j .$$

It is called $k_{\rm cis}$ when the two CO groups are at right angles and $k_{\rm trans}$ when they are opposite. The energy contains $k_{ij}q_iq_j$ once for each pair, so stretching bond $i$ puts a force $-k_{ij}q_i$ on bond $j$.

The model rests on these assumptions.

- Electrons move independently in an orthonormal set of three metal orbitals $d_{xy},d_{yz},d_{zx}$ and twelve $\pi^*$ orbitals, two on each CO. Six electrons fill the three lowest levels.
- The d level is the zero of energy. The $\pi^*$ level of CO $i$ is $\varepsilon(q_i)=\Delta-gq_i$, with $\Delta>0$. The slope $g$ is positive because stretching the bond lowers its antibonding level.
- Every symmetry-allowed d–$\pi^*$ coupling on CO $i$ has the size $\beta(q_i)=\beta e^{bq_i}$, with the same $\beta>0$ and $b\ge0$ for all.
- Different $\pi^*$ orbitals have no direct coupling, and the rest of the energy is a sum $\sum_iV(q_i)$ of single-bond terms.

The reason for $b\ge0$ is mechanical. Each CO stretches about its own centre of mass, which is held fixed. Carbon therefore moves toward the metal by $q_i\,m_{\rm O}/(m_{\rm C}+m_{\rm O})$. If the coupling decays as $e^{-aR}$ with the metal–carbon distance $R$, it grows as $e^{bq_i}$ with

$$b=a\,\frac{m_{\rm O}}{m_{\rm C}+m_{\rm O}} .$$

The algebra uses atomic units. Numbers will be given in eV and Å.

### (a) Which CO groups share which d orbitals?

*Find the $\pi^*$ orbitals that couple to each d orbital. Then count the d orbitals shared by a cis pair and by a trans pair.*

**Solution.** Take the CO on $+z$. One of its $\pi^*$ orbitals points along $x$: it changes sign under $x\to-x$ and keeps its sign under $y\to-y$. Both reflections leave this CO in place, so a d orbital can couple to the $\pi^*$ orbital only if it has the same two signs.

The orbital $d_{zx}$, which varies as $zx$, has them. The orbital $d_{yz}$ is even in $x$ and odd in $y$, and $d_{xy}$ is odd in both, so neither couples. The remaining d orbitals, $d_{z^2}$ and $d_{x^2-y^2}$, are even in both and do not couple either. This is why they were left out of the set.

By the same argument, the $\pi^*$ orbital along $y$ on this CO couples to $d_{yz}$ alone. Rotations of the octahedron carry the result to the other groups:

- $d_{zx}$ couples to one $\pi^*$ orbital on each CO at $\pm z$ and $\pm x$;
- $d_{yz}$ couples to one on each CO at $\pm y$ and $\pm z$;
- $d_{xy}$ couples to one on each CO at $\pm x$ and $\pm y$.

Each d orbital thus serves the four CO groups in its own plane, and each $\pi^*$ orbital belongs to one d orbital. The cis pair $(+z,+x)$ shares $d_{zx}$ only. The trans pair $(+z,-z)$ shares both $d_{zx}$ and $d_{yz}$.

The count can be confirmed from the other side. The four groups around one d orbital form six pairs, so three d orbitals give 18 shared contacts. The molecule has 12 cis pairs with one contact and 3 trans pairs with two, and $12+6=18$.

### (b) What fixes the energy of one d orbital and its four partners?

*Derive an equation for the occupied level, and show that six electrons fill one such level for each d orbital.*

**Solution.** Because no $\pi^*$ orbital is shared between d orbitals, the fifteen-orbital problem splits into three separate groups of five. Each group is a star, with a d orbital at the centre and four $\pi^*$ orbitals at the tips.

Let $c_d$ and $c_j$ be the amplitudes on the centre and on tip $j$. The coupling is $s_j\beta_j$, where $\beta_j=\beta(q_j)$ and $s_j=\pm1$ depends on the chosen orbital signs. With $\varepsilon_j=\varepsilon(q_j)$, the eigenvalue equations are

$$E c_d=\sum_{j=1}^4 s_j\beta_jc_j,\qquad E c_j=\varepsilon_jc_j+s_j\beta_jc_d .$$

The second equation gives

$$c_j=-\frac{s_j\beta_j}{\varepsilon_j-E}\,c_d .$$

Put this into the first and divide by $c_d$. Since $s_j^2=1$, the signs disappear:

$$E=-\sum_{j=1}^4w(E,q_j),\qquad w(E,q)=\frac{\beta(q)^2}{\varepsilon(q)-E}. \tag{1}$$

Consider energies below the lowest tip level. As $E$ rises from $-\infty$ to that level, the left side of (1) increases steadily. The right side decreases steadily from zero to $-\infty$. They cross once, and the crossing lies at negative $E$ because the right side is negative. Each star therefore has one level below zero, and its other four levels are not below its lowest tip level, which is positive for small stretches.

The three lowest levels of the molecule are thus one from each star. Each holds two electrons, and

$$E_{\rm tot}=\sum_iV(q_i)+2\left(E_{xy}+E_{yz}+E_{zx}\right). \tag{2}$$

### (c) What is the ratio of the trans constant to the cis constant?

*Use the symmetry of equation (1), without expanding in the coupling.*

**Solution.** Equation (1) contains its four stretches through a sum of four identical functions. Exchanging the values of any two stretches leaves the sum, and hence the level $E_s(q_1,q_2,q_3,q_4)$ of the star, unchanged. At $q=0$ its mixed second derivative is therefore the same for every pair of tips. It makes no difference whether the tips are at right angles or opposite. Define

$$\kappa=2\left.\frac{\partial^2E_s}{\partial q_1\,\partial q_2}\right|_{q=0}, \tag{3}$$

where the factor 2 counts the electrons in the level.

Now differentiate (2). The terms $V(q_i)$ depend on one stretch each and vanish from every mixed derivative. For the cis pair $(+z,+x)$, only $E_{zx}$ contains both stretches. For the trans pair $(+z,-z)$, both $E_{zx}$ and $E_{yz}$ do. Hence

$$k_{\rm cis}=\kappa,\qquad k_{\rm trans}=\kappa+\kappa=2\kappa,\qquad
\boxed{k_{\rm trans}=2k_{\rm cis}} . \tag{4}$$

No power of $\beta$ has been dropped, so the relation holds to all orders in the coupling within this model. It also does not depend on the particular forms chosen for $\varepsilon(q)$ and $\beta(q)$, provided they are smooth and the same for all tips. What remains is to show that $\kappa$ is not zero, and to find its sign.

### (d) Why do two back-bonds on one d orbital interact?

*Find the lowest power of $\beta$ at which $\kappa$ appears, and explain the result.*

**Solution.** For weak coupling $E$ is small compared with the tip levels, so

$$\frac1{\varepsilon_j-E}=\frac1{\varepsilon_j}+\frac{E}{\varepsilon_j^2}+\cdots .$$

With $S_n=\sum_j\beta_j^2/\varepsilon_j^n$, equation (1) becomes $E=-S_1-ES_2+\cdots$. Replacing $E$ on the right by its leading value $-S_1$ gives

$$E=-S_1+S_1S_2+O(\beta^6).$$

The first term is the usual second-order energy. It is a sum over separate CO groups, so its mixed derivatives vanish. The interaction starts with the product $S_1S_2$, which is of fourth order in $\beta$.

This product has a direct meaning. By the amplitudes in (b), the leading $\pi^*$ population per electron is $S_2$, which leaves $1-S_2$ on the d orbital. The energy gain is $S_1(1-S_2)$: what one CO takes from the d orbital is no longer available to the others.

For the derivative, only products with one factor from each bond survive:

$$\frac{\partial^2(S_1S_2)}{\partial q_1\partial q_2}
=2\left(\frac{\beta^2}{\varepsilon}\right)'\left(\frac{\beta^2}{\varepsilon^2}\right)' .$$

Since $\beta'/\beta=b$ and $\varepsilon'=-g$, the two derivatives at $q=0$ are

$$\left(\frac{\beta^2}{\varepsilon}\right)'=\frac{\beta^2}{\Delta}\left(2b+\frac g\Delta\right),\qquad
\left(\frac{\beta^2}{\varepsilon^2}\right)'=\frac{\beta^2}{\Delta^2}\left(2b+\frac{2g}\Delta\right).$$

Two electrons supply another factor 2, and a third factor 2 comes out of the last bracket:

$$\kappa\simeq\frac{8\beta^4}{\Delta^3}\left(2b+\frac g\Delta\right)\left(b+\frac g\Delta\right). \tag{5}$$

This is positive. Stretching one CO strengthens its own back-bond, which weakens the back-bond of a CO sharing the same d orbital. The second CO then receives less antibonding charge and tends to shorten, as the force $-\kappa q_i$ says.

### (e) What is $\kappa$ at any coupling strength?

*Differentiate equation (1) implicitly and evaluate the result at equilibrium.*

**Solution.** Write (1) as $E+\sum_kw(E,q_k)=0$. Subscripts $E$ and $q$ on $w$ denote partial derivatives, and $E_i=\partial E/\partial q_i$. The first derivative with respect to $q_i$ is

$$E_i\Big[1+\sum_kw_E(E,q_k)\Big]+w_q(E,q_i)=0 .$$

Differentiate again with respect to $q_j$, with $j\ne i$. The bracket depends on $q_j$ directly and through $E$, while the last term depends on it through $E$ alone. At $q=0$ all four tips are equal, so with $D=1+4w_E$,

$$E_{ij}D+E_i\left(w_{Eq}+4w_{EE}E_j\right)+w_{Eq}E_j=0,\qquad E_i=E_j=-\frac{w_q}{D}.$$

Solving for the mixed derivative gives

$$E_{ij}=\frac{2w_qw_{Eq}}{D^2}-\frac{4w_{EE}w_q^2}{D^3}. \tag{6}$$

Let $x=\Delta-E$ and $t=\beta^2/x^2$. Then $w=tx$, and its derivatives at equilibrium are

$$w_E=t,\qquad w_{EE}=\frac{2t}{x},\qquad w_q=txA_1,\qquad w_{Eq}=tA_2,$$

$$A_1=2b+\frac gx,\qquad A_2=2b+\frac{2g}x,\qquad D=1+4t .$$

Insert these in (6) and take out the common factor:

$$E_{ij}=\frac{2t^2xA_1}{D^3}\left(DA_2-4tA_1\right).$$

The bracket is $A_2+4t(A_2-A_1)$, and $A_2-A_1=g/x$. It therefore equals $2[b+(1+2t)g/x]$. Multiplying by two electrons yields

$$\boxed{\kappa=\frac{8t^2x}{(1+4t)^3}\left(2b+\frac gx\right)\left[b+(1+2t)\frac gx\right]}. \tag{7}$$

The level itself follows from (1) with equal tips, $E(\Delta-E)=-4\beta^2$. The lower root of this quadratic is

$$E=\frac{\Delta-\sqrt{\Delta^2+16\beta^2}}2 . \tag{8}$$

Every factor in (7) is positive for $g>0$ and $b\ge0$, so $\kappa$ is positive at any finite coupling. When $\beta\ll\Delta$, $x\to\Delta$ and $t\to0$, and (7) returns to (5). In the opposite limit, $\beta\to\infty$ at fixed $\Delta$, $g$ and $b>0$, one has $x\to2\beta$, $t\to1/4$ and $\kappa\to\beta b^2/4$. The fourth-power growth has then become linear: the share of each electron on the tips, $4t/(1+4t)$, has saturated at one half, and only the energy scale $x$ still grows with $\beta$.

## Second half: numbers, vibrations and limits of the ratio

The symbols carried over are these. The $\pi^*$ level lies $\Delta$ above the d level and falls by $g$ per unit stretch. The d–$\pi^*$ coupling is $\beta$, with relative growth $b$ per unit stretch. A star is one d orbital with its four $\pi^*$ partners. Its occupied level $E$ is given by (8), with $x=\Delta-E$, $t=\beta^2/x^2$, $D=1+4t$, $A_1=2b+g/x$ and $A_2=2b+2g/x$. One star gives each of its pairs of CO groups the constant $\kappa$ of (7). A cis pair shares one star and a trans pair shares two, so $k_{\rm cis}=\kappa$ and $k_{\rm trans}=2\kappa$.

### (f) How large are the constants?

*Use $\Delta=4.0$ eV, $\beta=1.5$ eV, $g=8.0$ eV/Å and $a=1.4$ Å$^{-1}$, with masses 12.000 u for C and 15.995 u for O. Find the charge given to each CO and the two interaction constants, and judge the weak-coupling formula.*

**Solution.** These are round model values, meant for the rough regime of the group 6 hexacarbonyls. The coupling growth is

$$b=1.4\times\frac{15.995}{27.995}=0.800\ \text{Å}^{-1}.$$

Equation (8) gives the level, and the other two quantities follow:

$$E=\frac{4-\sqrt{16+36}}2=-1.606\ \text{eV},\qquad x=5.606\ \text{eV},\qquad t=\frac{1.5^2}{5.606^2}=0.0716 .$$

From the amplitudes in (b), each tip has $t$ times the population of the centre. Normalization gives the centre a share $1/D$ and each tip a share $t/D$. A CO belongs to two stars with two electrons each, so it receives

$$\frac{4t}{1+4t}=\frac{0.2864}{1.2864}=0.223$$

electrons.

For the interaction constant, $g/x=1.427$ Å$^{-1}$. The two brackets in (7) are

$$2b+\frac gx=3.027\ \text{Å}^{-1},\qquad b+(1+2t)\frac gx=2.431\ \text{Å}^{-1}.$$

With $8t^2x=0.2299$ eV and $D^3=2.129$,

$$\kappa=\frac{0.2299\times3.027\times2.431}{2.129}=0.795\ \text{eV/Å}^2 .$$

Thus $k_{\rm cis}=0.795$ eV/Å$^2$ and $k_{\rm trans}=1.590$ eV/Å$^2$, or 12.7 and 25.5 N/m.

The weak-coupling formula (5) gives 6.38 eV/Å$^2$ for the same parameters, about eight times too much. Comparing (5) with (7) shows where the excess arises. Replacing $\Delta^3$ by $x^3$ multiplies the result by 0.363, the factor $D^{-3}$ by 0.470, and the changed slope brackets by 0.730. Their product is 0.125. Fourth-order theory explains why the interaction exists, but it is unfit for its size here. The ratio of the two constants is unaffected, since it never used the expansion.

Within the model, shared d orbitals make the trans interaction constant exactly twice the cis one, and the example values give 1.590 and 0.795 eV/Å$^2$. It remains to see how this ratio shows in the CO vibrations, and how it changes with unequal d couplings, a responsive d level and other couplings between the CO groups.

Numerical values quoted here were computed with a short program.
